# Gauge choice for lead self-energies in a perpendicular magnetic field: verification in Python

```python
"""
Result under test: for a lattice lead in a uniform perpendicular field B,
  A -> A + grad(chi)  gives  Sigma_ij -> exp(i(theta_i-theta_j)) Sigma_ij,
  theta = -e chi/hbar, and leaves the transmission unchanged.
Decimation with one repeated cell is right only if the link phases repeat.
Symbols: lengths in lattice spacings a, energies in hopping t, on-site energy 4,
  phi = e B a^2/hbar, vector potential in units B a, chi in units B a^2,
  hopping <i|H|j> = -exp(-i phi * line integral of A from j to i).
Each lead is a stack of lines j = 1, 2, ... outward; line 0 is in the device.
"""
import numpy as np
from scipy import constants as const

NODES, WEIGHTS = np.polynomial.legendre.leggauss(6)

# Each gauge: (vector potential, chi measured from the gauge A = (-y, 0)).
ALONG_X = (lambda x, y: (-y, 0 * x), lambda x, y: 0 * x)
ALONG_Y = (lambda x, y: (0 * y, x), lambda x, y: x * y)
SYMMETRIC = (lambda x, y: (-y / 2, x / 2), lambda x, y: x * y / 2)
CURVED = (lambda x, y: (-0.7 * y + 8 * np.cos(0.4 * x + 0.7 * y),
                        0.3 * x + 14 * np.cos(0.4 * x + 0.7 * y)),
          lambda x, y: 0.3 * x * y + 20 * np.sin(0.4 * x + 0.7 * y))
OWN_GAUGE = {"left": ALONG_X, "right": ALONG_X, "top": ALONG_Y}


def link(gauge, x0, y0, x1, y1, phi):
    """Hopping from site 0 to site 1, by quadrature of A along the bond."""
    total = 0.0
    for node, weight in zip(NODES, WEIGHTS):
        s = (1 + node) / 2
        ax, ay = gauge[0](x0 + s * (x1 - x0), y0 + s * (y1 - y0))
        total = total + weight / 2 * (ax * (x1 - x0) + ay * (y1 - y0))
    return -np.exp(-1j * phi * total)


def line_sites(side, j, n):
    across = np.arange(1, n + 1.0)
    j = np.asarray(j, float)[..., None]
    along = (1 - j if side == "left" else n + j) + 0 * across
    across = across + 0 * j
    return (across, along) if side == "top" else (along, across)


def lead_links(side, j, n, gauge, phi):
    """Hoppings within line j, and from line j to line j-1."""
    x, y = line_sites(side, j, n)
    xi, yi = line_sites(side, np.asarray(j) - 1, n)
    rung = link(gauge, x[..., :-1], y[..., :-1], x[..., 1:], y[..., 1:], phi)
    return rung, link(gauge, x, y, xi, yi, phi)


def line_matrix(rung):
    n = len(rung) + 1
    return 4 * np.eye(n) + np.diag(rung, -1) + np.diag(rung.conj(), 1)


def surface_green(energy, cell, hop, eta):
    """Decimation for identical cells; hop leads from cell j+1 to cell j."""
    z = (energy + 1j * eta) * np.eye(len(cell))
    surface, bulk = cell.astype(complex), cell.astype(complex)
    inward, outward = hop.astype(complex), hop.conj().T.astype(complex)
    for _ in range(80):
        g = np.linalg.inv(z - bulk)
        a, b = inward @ g @ outward, outward @ g @ inward
        surface, bulk = surface + a, bulk + a + b
        inward, outward = inward @ g @ inward, outward @ g @ outward
        if max(abs(inward).max(), abs(outward).max()) < 1e-15:
            return np.linalg.inv(z - surface)
    raise RuntimeError("decimation did not converge")


def repeated_sigma(side, n, gauge, phi, energy, eta, line=1):
    """Self-energy if the cell found at one line is repeated for ever."""
    rung, inward = lead_links(side, line, n, gauge, phi)
    hop = np.diag(inward)
    g = surface_green(energy, line_matrix(rung), hop, eta)
    return hop @ g @ hop.conj().T


def site_phases(side, n, old, new, phi):
    x, y = line_sites(side, 0, n)
    return np.exp(-1j * phi * (new[1](x, y) - old[1](x, y)))


def rotated_sigma(side, n, gauge, phi, energy, eta):
    """Decimation in the lead's own gauge, then site phases."""
    own = OWN_GAUGE[side]
    u = site_phases(side, n, own, gauge, phi)
    sigma = repeated_sigma(side, n, own, phi, energy, eta)
    return u[:, None] * sigma * u.conj()[None, :]


def explicit_sigma(side, n, gauge, phi, energy, eta, lines=3200):
    """Self-energy of a long finite lead, every line with its own links."""
    rungs, inwards = lead_links(side, np.arange(1, lines + 1), n, gauge, phi)
    sigma = np.zeros((n, n), complex)
    z = (energy + 1j * eta) * np.eye(n)
    for rung, inward in zip(rungs[::-1], inwards[::-1]):
        g = np.linalg.inv(z - line_matrix(rung) - sigma)
        sigma = inward[:, None] * g * inward.conj()[None, :]
    return sigma


def transmission(n, gauge, phi, energy, sigma_left, side, sigma_out):
    """Trace formula for an n x n device with a left lead and one other lead."""
    x, y = np.meshgrid(np.arange(1, n + 1.0), np.arange(1, n + 1.0),
                       indexing="ij")
    index = np.arange(n * n).reshape(n, n)
    h = 4 * np.eye(n * n, dtype=complex)
    for first, second in ((np.s_[:-1, :], np.s_[1:, :]),
                          (np.s_[:, :-1], np.s_[:, 1:])):
        hop = link(gauge, x[first], y[first], x[second], y[second], phi)
        h[index[second], index[first]] = hop
        h[index[first], index[second]] = hop.conj()
    left = index[0]
    out = index[:, -1] if side == "top" else index[-1]
    matrix = energy * np.eye(n * n) - h
    matrix[np.ix_(left, left)] -= sigma_left
    matrix[np.ix_(out, out)] -= sigma_out
    source = np.zeros((n * n, n), complex)
    source[out, np.arange(n)] = 1
    g = np.linalg.solve(matrix, source)[left]
    gamma_left = 1j * (sigma_left - sigma_left.conj().T)
    gamma_out = 1j * (sigma_out - sigma_out.conj().T)
    return np.trace(gamma_left @ g @ gamma_out @ g.conj().T).real


def elbow(n, gauge, phi, energy, eta, method=rotated_sigma):
    return transmission(n, gauge, phi, energy,
                        method("left", n, gauge, phi, energy, eta), "top",
                        method("top", n, gauge, phi, energy, eta))


def bloch_bands(n, gauge, phi):
    rung, inward = lead_links("left", 1, n, gauge, phi)
    k = np.linspace(-np.pi, np.pi, 1200, endpoint=False)
    hop = np.diag(inward)[None] * np.exp(1j * k)[:, None, None]
    return np.linalg.eigvalsh(line_matrix(rung)[None] + hop
                              + hop.conj().transpose(0, 2, 1))


def open_modes(bands, energy):
    return int(np.sum((bands < energy) & (np.roll(bands, -1, 0) >= energy)))


# ---- Small lead: width 6, one eighth of a flux quantum per plaquette ----
n_s, q, e_s, eta_s = 6, 8, 1.3, 0.01
phi_s = 2 * np.pi / q
worst_sigma = 0.0
for gauge in (ALONG_X, ALONG_Y, SYMMETRIC, CURVED):
    direct = explicit_sigma("left", n_s, gauge, phi_s, e_s, eta_s)
    law = rotated_sigma("left", n_s, gauge, phi_s, e_s, eta_s)
    worst_sigma = max(worst_sigma, abs(direct - law).max())
assert worst_sigma < 1e-8

# A supercell of q columns repairs the gauge that varies along the lead.
direct_y = explicit_sigma("left", n_s, ALONG_Y, phi_s, e_s, eta_s)
big = np.zeros((q * n_s, q * n_s), complex)
big_hop = np.zeros_like(big)
for j in range(1, q + 1):
    rung, inward = lead_links("left", j, n_s, ALONG_Y, phi_s)
    here = slice((j - 1) * n_s, j * n_s)
    big[here, here] = line_matrix(rung)
    if j > 1:
        before = slice((j - 2) * n_s, (j - 1) * n_s)
        big[before, here] = np.diag(inward)
        big[here, before] = np.diag(inward).conj().T
next_inward = lead_links("left", q + 1, n_s, ALONG_Y, phi_s)[1]
big_hop[-n_s:, :n_s] = np.diag(next_inward)
g_big = surface_green(e_s, big, big_hop, eta_s)[:n_s, :n_s]
v0 = lead_links("left", 1, n_s, ALONG_Y, phi_s)[1]
super_error = abs(v0[:, None] * g_big * v0.conj() - direct_y).max()
assert super_error < 1e-8

# Magnetic translation inside the recursion: here Sigma equals g (t = 1).
d = np.exp(-1j * phi_s * np.arange(1, n_s + 1))
rung1 = lead_links("left", 1, n_s, ALONG_Y, phi_s)[0]
shifted = d.conj()[:, None] * direct_y * d[None, :]
closed = np.linalg.inv((e_s + 1j * eta_s) * np.eye(n_s)
                       - line_matrix(rung1) - shifted)
magnetic_error = abs(closed - direct_y).max()
assert magnetic_error < 1e-8

# A frozen cell describes a lead in a weaker field.
true_size = abs(repeated_sigma("left", n_s, ALONG_X, phi_s, e_s, eta_s))
frozen_flux = []
for gauge, fraction in ((ALONG_X, 1.0), (SYMMETRIC, 0.5), (ALONG_Y, 0.0)):
    frozen = abs(repeated_sigma("left", n_s, gauge, phi_s, e_s, eta_s, line=3))
    weaker = abs(repeated_sigma("left", n_s, ALONG_X, fraction * phi_s,
                                e_s, eta_s))
    assert abs(frozen - weaker).max() < 1e-8
    if fraction < 1:
        assert abs(frozen - true_size).max() > 1e-2
    rung, inward = lead_links("left", 3, n_s, gauge, phi_s)
    loop = inward[0] * rung[0] * inward[1].conj() * rung[0].conj()
    frozen_flux.append(-np.angle(loop) / phi_s)
    assert abs(frozen_flux[-1] - fraction) < 1e-10

# ---- Elbow in the regime of a GaAs/AlGaAs electron gas ----
width, spacing, field, fermi_mev, mass = 100e-9, 5e-9, 1.5, 10.0, 0.067
n = round(width / spacing) - 1
mev = 1e-3 * const.e
m_eff = mass * const.m_e
t_mev = const.hbar**2 / (2 * m_eff * spacing**2) / mev
phi = const.e * field * spacing**2 / const.hbar
energy, eta = fermi_mev / t_mev, 1e-7

# Transmission from leads built line by line, with no phase law used.
reference = elbow(n, ALONG_X, phi, energy, 0.01)
worst_t = 0.0
for gauge in (ALONG_X, ALONG_Y, CURVED):
    direct_t = elbow(n, gauge, phi, energy, 0.01, explicit_sigma)
    worst_t = max(worst_t, abs(direct_t - reference))
assert worst_t < 1e-7

t_x, t_y, t_s = (elbow(n, g, phi, energy, eta)
                 for g in (ALONG_X, ALONG_Y, SYMMETRIC))
assert max(abs(t_x - t_y), abs(t_x - t_s)) < 1e-7

bands = bloch_bands(n, ALONG_X, phi)
modes = open_modes(bands, energy)
modes_frozen = open_modes(bloch_bands(n, ALONG_Y, phi), energy)
bottoms = bands.min(axis=0) * t_mev
straight = transmission(n, ALONG_Y, phi, energy,
                        rotated_sigma("left", n, ALONG_Y, phi, energy, eta),
                        "right",
                        rotated_sigma("right", n, ALONG_Y, phi, energy, eta))
assert abs(straight - modes) < 1e-4
assert modes_frozen != modes

# Two mistakes: phases omitted at the top lead; left lead cell frozen.
sigma_left = repeated_sigma("left", n, ALONG_X, phi, energy, eta)
sigma_top = repeated_sigma("top", n, ALONG_Y, phi, energy, eta)
t_omitted = transmission(n, ALONG_X, phi, energy, sigma_left, "top", sigma_top)
assert abs(t_omitted - t_x) > 0.05
t_frozen = transmission(n, ALONG_Y, phi, energy,
                        repeated_sigma("left", n, ALONG_Y, phi, energy, eta),
                        "top", sigma_top)
seam = (link(ALONG_X, 1., n, 2., n, phi) * link(ALONG_Y, 2., n, 2., n + 1., phi)
        * link(ALONG_Y, 2., n + 1., 1., n + 1., phi)
        * link(ALONG_Y, 1., n + 1., 1., n, phi))
seam_field = -np.angle(seam) / phi * field

# One element of the top self-energy, before and after rotation.
i, j = n // 2, n // 2 + 1
u = site_phases("top", n, ALONG_Y, ALONG_X, phi)
factor = u[i] * u[j].conj()
sigma_own = sigma_top[i, j] * t_mev
sigma_new = rotated_sigma("top", n, ALONG_X, phi, energy, eta)[i, j] * t_mev

# Size of what the model leaves out.
t_fine = elbow(2 * n + 1, ALONG_X, phi / 4, energy / 4, eta)
kt = const.k * 1.0 / mev
u_grid = np.linspace(-10, 10, 41)
weights = 1 / np.cosh(u_grid / 2)**2
t_grid = [elbow(n, ALONG_X, phi, (fermi_mev + kt * s) / t_mev, eta)
          for s in u_grid]
t_warm = np.dot(weights, t_grid) / weights.sum()
g_factor, permittivity, gap_mev, mobility = 0.44, 12.9, 1500.0, 100.0
length_b = np.sqrt(const.hbar / (const.e * field))
cyclotron = const.hbar * const.e * field / m_eff / mev
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field / mev
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                        * length_b) / mev
k_fermi = np.sqrt(2 * m_eff * fermi_mev * mev) / const.hbar
free_path = const.hbar * k_fermi * mobility / const.e
quantum = 2 * const.e**2 / const.h * 1e6

print(f"small lead: width {n_s} sites, flux 1/{q} quantum per plaquette")
print(f"small lead: energy {e_s} t, eta {eta_s} t")
print(f"Sigma, line by line vs phase law, 4 gauges: {worst_sigma:.1e} t")
print(f"Sigma, supercell of {q} columns, error: {super_error:.1e} t")
print(f"Sigma, magnetic recursion, error: {magnetic_error:.1e} t")
print("field kept by frozen cell, Landau along lead: "
      f"{frozen_flux[0]:.3f} B")
print(f"field kept by frozen cell, symmetric: {frozen_flux[1]:.3f} B")
print(f"field kept by frozen cell, A=(0,Bx): {abs(frozen_flux[2]):.3f} B")
print(f"elbow: wire width {width*1e9:.0f} nm, mesh {spacing*1e9:.1f} nm")
print(f"elbow: sites across {n}, effective mass {mass} m_e")
print(f"elbow: field {field} T, Fermi energy {fermi_mev} meV")
print(f"hopping t: {t_mev:.3f} meV")
print(f"link phase phi: {phi:.6f} rad")
print(f"columns per flux quantum: {2*np.pi/phi:.2f}")
print(f"magnetic length: {length_b*1e9:.2f} nm")
print(f"cyclotron energy: {cyclotron:.3f} meV")
print(f"open modes per spin, true lead: {modes}")
print(f"open modes per spin, frozen A=(0,Bx) lead: {modes_frozen}")
print(f"last open mode starts at: {bottoms[modes-1]:.3f} meV")
print(f"next mode starts at: {bottoms[modes]:.3f} meV")
print(f"straight wire transmission: {straight:.6f}")
print(f"Sigma_top sites x={i+1},{j+1}, own gauge: {sigma_own:.4f} meV")
print(f"phase factor to device gauge: {factor:.4f}")
print(f"phase angle to device gauge: {np.angle(factor):.4f} rad")
print(f"Sigma_top same sites, device gauge: {sigma_new:.4f} meV")
print(f"elbow T, device gauge (-By,0): {t_x:.8f}")
print(f"elbow T, device gauge (0,Bx): {t_y:.8f}")
print(f"elbow T, symmetric gauge: {t_s:.8f}")
print(f"elbow T at eta=0.01 t, phase law: {reference:.8f}")
print(f"same, line by line in 3 gauges, worst error: {worst_t:.1e}")
print(f"conductance with spin: {quantum*t_x:.2f} uS")
print(f"conductance quantum 2e^2/h: {quantum:.3f} uS")
print(f"false T, top phases omitted: {t_omitted:.6f}")
print(f"field in seam plaquettes then: {seam_field:.2f} T")
print(f"false T, left lead frozen: {t_frozen:.6f}")
print(f"elbow T, mesh {spacing*5e8:.1f} nm: {t_fine:.6f}")
print(f"elbow T averaged at 1 K: {t_warm:.6f}")
print(f"thermal energy kT at 1 K: {kt:.4f} meV")
print(f"Zeeman splitting, rough |g|={g_factor}: {zeeman:.3f} meV")
print(f"Coulomb scale, rough eps={permittivity}: {coulomb:.2f} meV")
print(f"nonparabolicity E_F/gap, rough gap {gap_mev:.0f} meV: "
      f"{100*fermi_mev/gap_mev:.2f} %")
print(f"rough mobility: {mobility*1e4:.0e} cm2/Vs")
print(f"mean free path from it: {free_path*1e6:.1f} um")
print("done: every assertion held")
```

It prints:

```
small lead: width 6 sites, flux 1/8 quantum per plaquette
small lead: energy 1.3 t, eta 0.01 t
Sigma, line by line vs phase law, 4 gauges: 1.2e-14 t
Sigma, supercell of 8 columns, error: 1.5e-15 t
Sigma, magnetic recursion, error: 6.4e-16 t
field kept by frozen cell, Landau along lead: 1.000 B
field kept by frozen cell, symmetric: 0.500 B
field kept by frozen cell, A=(0,Bx): 0.000 B
elbow: wire width 100 nm, mesh 5.0 nm
elbow: sites across 19, effective mass 0.067 m_e
elbow: field 1.5 T, Fermi energy 10.0 meV
hopping t: 22.746 meV
link phase phi: 0.056973 rad
columns per flux quantum: 110.28
magnetic length: 20.95 nm
cyclotron energy: 2.592 meV
open modes per spin, true lead: 3
open modes per spin, frozen A=(0,Bx) lead: 4
last open mode starts at: 7.201 meV
next mode starts at: 11.060 meV
straight wire transmission: 3.000000
Sigma_top sites x=10,11, own gauge: -3.8521-2.2371j meV
phase factor to device gauge: 0.4691-0.8831j
phase angle to device gauge: -1.0825 rad
Sigma_top same sites, device gauge: -3.7828+2.3524j meV
elbow T, device gauge (-By,0): 2.84111537
elbow T, device gauge (0,Bx): 2.84111537
elbow T, symmetric gauge: 2.84111537
elbow T at eta=0.01 t, phase law: 2.88241572
same, line by line in 3 gauges, worst error: 3.6e-15
conductance with spin: 220.13 uS
conductance quantum 2e^2/h: 77.481 uS
false T, top phases omitted: 0.372033
field in seam plaquettes then: -27.00 T
false T, left lead frozen: 2.917677
elbow T, mesh 2.5 nm: 2.914487
elbow T averaged at 1 K: 2.807991
thermal energy kT at 1 K: 0.0862 meV
Zeeman splitting, rough |g|=0.44: 0.038 meV
Coulomb scale, rough eps=12.9: 5.33 meV
nonparabolicity E_F/gap, rough gap 1500 meV: 0.67 %
rough mobility: 1e+06 cm2/Vs
mean free path from it: 8.7 um
done: every assertion held
```
